\section*{Electron-phonon power in cold metals: the fifth-power law and its limits, part 2}

We seek the power $P$ per volume passed from electrons at $T_e$ to phonons at $T_{ph}$ in a normal metal (SI units, golden-rule order). Electrons have a Fermi-Dirac distribution $f$ with chemical potential $\mu$; phonons are bulk Bose modes. If $\alpha^2F(\omega)\to b\,\omega^2$ at low frequency,
\begin{equation}
P=\Sigma\,(T_e^5-T_{ph}^5),\qquad \Sigma=48\pi\zeta(5)\,N\,b\,k_B^5/\hbar^3 ,
\label{eq:result}
\end{equation}
with $N$ the two-spin density of states per volume at the Fermi level. For a parabolic band (mass $m$; Fermi wave number $k_F$, velocity $v_F$, energy $E_F$), deformation potential $D$, longitudinal sound speed $s$ and mass density $\rho$,
\begin{equation}
\Sigma=\frac{6\zeta(5)\,D^2m^2k_B^5}{\pi^3\rho\,\hbar^7s^4}.
\label{eq:sigma}
\end{equation}
With $n_a$ atoms per volume and $Z$ electrons per atom, $n=Zn_a$, $k_F^3=3\pi^2n$, $q_D^3=6\pi^2n_a$, $\Theta_D=\hbar sq_D/k_B$ and $T_{BG}=2\hbar sk_F/k_B$. Screened point ions give
\begin{equation}
D(q)=\frac{n}{\chi_0(q)+\varepsilon_0q^2/e^2}.
\label{eq:Dq}
\end{equation}
\begin{equation}
D(0)=\frac nN=\frac{\hbar^2k_F^2}{3m}=\frac23E_F,\qquad D(q)\approx D(0)(1-\gamma q^2),\qquad \gamma=\frac1{k_{TF}^2}-\frac1{12k_F^2}.
\label{eq:gamma}
\end{equation}
Here $\chi_0=N[\frac12+\frac{1-x^2}{4x}\ln|\frac{1+x}{1-x}|]$, $x=q/2k_F$, $k_{TF}^2=e^2N/\varepsilon_0$, and $D$ means $D(0)$. Dynamic screening changes $|D|^2$ by relative order $(s/v_F)^2$.

A mode of frequency $\omega_q$ and occupation $N_q$ in volume $V$, with $g_q=iDq\lambda_q$ and $\lambda_q^2=\hbar/(2\rho V\omega_q)$, obeys
\begin{equation}
\frac{dN_q}{dt}=\frac{2\pi}\hbar V|g_q|^2S(q,\omega_q)\,(n_e-n_{ph}),\qquad S=\frac2V\sum_{\mathbf k}(f-f')\,\delta(\epsilon'-\epsilon-\hbar\omega),
\label{eq:rate}
\end{equation}
where unprimed and primed quantities belong to $\mathbf k$ and $\mathbf k+\mathbf q$, $\xi=\epsilon-\mu$, and $n_e,n_{ph}$ are Bose functions at $T_e,T_{ph}$. For the parabolic band,
\begin{equation}
S(q,\omega)=\frac{m^2k_BT_e}{2\pi^2\hbar^4q}\ln\frac{1+e^{(\mu-\epsilon_-)/k_BT_e}}{1+e^{(\mu-\epsilon_+)/k_BT_e}} .
\label{eq:Sexact}
\end{equation}
with $\epsilon_\pm=\frac{\hbar^2}{2m}(\frac q2\pm\frac{m\omega}{\hbar q})^2$. Up to a relative error $e^{-(\mu-\epsilon_+)/k_BT_e}$, for $\mu-\epsilon_+\gg k_BT_e$,
\begin{equation}
S=\frac{m^2\omega}{2\pi^2\hbar^3q}
\label{eq:Slow}
\end{equation}
\begin{equation}
P=\frac{m^2}{4\pi^3\rho\hbar^2}\int_0^{q_D}D(q)^2\,q^3\,\omega_q\,(n_e-n_{ph})\,dq .
\label{eq:Pgen}
\end{equation}
For constant $D$ and $\omega_q=sq$,
\begin{align}
P&=A\left[T_e^5J(\Theta_D/T_e)-T_{ph}^5J(\Theta_D/T_{ph})\right],\label{eq:PJ}\\
A&=\frac{D^2m^2s}{4\pi^3\rho\hbar^2}\left(\frac{k_B}{\hbar s}\right)^5,\qquad J(y)=\int_0^y\frac{x^4dx}{e^x-1}.
\end{align}
The series used is $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$, giving $J(\infty)=24\zeta(5)$. The electron collision integral gives the same $P$. Program output marked "reduced" uses $\hbar=m=k_B=k_F=1$; its brute-force $S$ test has $s/v_F=0.05$, $T_{BG}=5T_e$.

\section{General Fermi surface}

Let $N_\uparrow=N/2$, let $\nu$ label phonon branches, and define the dimensionless Eliashberg function
\begin{equation}
\alpha^2F(\omega)=\frac1{N_\uparrow V}\sum_{\mathbf k\mathbf q\nu}|g_{\mathbf k\mathbf q\nu}|^2\,\delta(\xi_{\mathbf k})\,\delta(\xi_{\mathbf k+\mathbf q})\,\delta(\hbar\omega-\hbar\omega_{\mathbf q\nu}),
\end{equation}
with $\mathbf k$ over one spin, so that the mass-enhancement parameter is $2\int\alpha^2F\,d\omega/\omega$. In Eq.~\eqref{eq:rate} insert $\int d\xi\,d\xi'\,\delta(\xi-\xi_{\mathbf k})\delta(\xi'-\xi_{\mathbf k+\mathbf q})$. If the weighted double-delta sum varies little when $\xi$ and $\xi'$ move by $k_BT_e$ or $\hbar\omega$, it can be evaluated at $\xi=\xi'=0$, and the remaining integral is $\int[f(\xi)-f(\xi+\hbar\omega)]d\xi=\hbar\omega$. Collecting $2\pi/\hbar$, the spin factor 2, $N_\uparrow$ and the measure $d(\hbar\omega)$,
\begin{equation}
P=\frac{4\pi N_\uparrow}{\hbar}\int d(\hbar\omega)\,\alpha^2F\,(\hbar\omega)^2(n_e-n_{ph})=2\pi N\int_0^\infty d\omega\,\alpha^2F(\omega)(\hbar\omega)^2(n_e-n_{ph}).
\label{eq:allen}
\end{equation}
For the sphere the replacement reproduces Eq.~\eqref{eq:Slow}, so it holds for $q<2k_F(1-s/v_F)$ up to the exponentially small error bounded there. For a real band it carries relative corrections of order $(k_BT/\text{band-structure scale})^2$, which include mixed terms such as $T_e^2T_{ph}^5$. It also carries a temperature-independent one of order $(s/v)^2$, because the energy shell $\mathbf v\cdot\hat{\mathbf q}=s$ is replaced by $\mathbf v\cdot\hat{\mathbf q}=0$ and the first-order shift cancels between $\mathbf q$ and $-\mathbf q$; this changes the coefficient and not the exponent.

Three scalings fix the low-frequency form. First, a uniform translation of the crystal does not scatter electrons, and in a metal the Coulomb field of the distortion is screened as in Eq.~\eqref{eq:Dq}, so the intraband coupling starts at first order in the strain. Then $g\propto q\lambda_q$ and $|g|^2=q\,\Gamma_\nu(\mathbf k,\hat{\mathbf q})/V$ with $\Gamma_\nu$ independent of $q$. Second, for small $q$, $\xi_{\mathbf k+\mathbf q}=\xi_{\mathbf k}+\hbar q\,\mathbf v_{\mathbf k}\cdot\hat{\mathbf q}$, and $\delta(\hbar q\,\mathbf v\cdot\hat{\mathbf q})=\delta(\mathbf v\cdot\hat{\mathbf q})/\hbar q$, so
\begin{equation}
\sum_{\mathbf k}|g|^2\delta(\xi_{\mathbf k})\delta(\xi_{\mathbf k+\mathbf q})=\int\frac{dS_F}{(2\pi)^3\hbar^2|\mathbf v|}\,\Gamma_\nu\,\delta(\mathbf v\cdot\hat{\mathbf q})\equiv w_\nu(\hat{\mathbf q}),
\end{equation}
an integral over the line of the Fermi surface where the velocity is perpendicular to $\mathbf q$, with no $q$ left in it. Third, $\omega_{\mathbf q\nu}=s_\nu(\hat{\mathbf q})q$, so $\int q^2dq\,\delta(\hbar\omega-\hbar s_\nu q)=\omega^2/\hbar s_\nu^3$. Therefore
\begin{equation}
\alpha^2F=b\,\omega^2,\qquad b=\frac1{N_\uparrow}\sum_\nu\int\frac{d\Omega_{\hat q}}{(2\pi)^3}\frac{w_\nu(\hat{\mathbf q})}{\hbar s_\nu^3(\hat{\mathbf q})},
\end{equation}
and Eq.~\eqref{eq:allen} gives $2\pi Nb\hbar^2(k_BT/\hbar)^5\,24\zeta(5)$ for each temperature, which is Eq.~\eqref{eq:result}. The same integral shows that $\alpha^2F\propto\omega^p$ gives $T^{p+3}$. Transverse branches may couple on a nonspherical Fermi surface, which changes $b$ and not the exponent. Doing the angular integral first, $\int d\Omega_{\hat q}\,\delta(\mathbf v\cdot\hat{\mathbf q})=2\pi/|\mathbf v|$, so $b$ is bounded by a constant times $\int dS_F/|\mathbf v|^2$; a flat sheet makes $w_\nu$ singular in $\hat{\mathbf q}$ but leaves $b$ finite. The argument requires $|\mathbf v|\gg s_\nu$ over the whole Fermi surface, which fails near a van Hove point, where the velocity vanishes. It also requires the thermal wave number to be smaller than the smallest Fermi-surface pocket and than the smallest gap in $\mathbf k$ between sheets, since otherwise interband or umklapp scattering is active.

For the sphere, $\Gamma=D^2\hbar/2\rho s$, $dS_F=2\pi k_F^2dc$, $\delta(v_Fc)=\delta(c)/v_F$ and $k_F/v_F=m/\hbar$ give $w=\Gamma m^2/(4\pi^2\hbar^4)$. The solid angle gives $4\pi/(2\pi)^3=1/2\pi^2$, so
\begin{equation}
b=\frac{D^2m^2}{16\pi^4\rho s^4\hbar^4N_\uparrow},
\end{equation}
and $48\pi\cdot2/(16\pi^4)=6/\pi^3$ reproduces Eq.~\eqref{eq:sigma}. This $b$ is tested against a grid evaluation of the double delta. The $1/q$ scaling is tested off the sphere on the simple-cubic band $-2(\cos k_x+\cos k_y+\cos k_z)$ at $\mu=-3$ with $\mathbf q$ along $x$. There the energy difference of the states $k_x\pm q/2$ is $4\sin k_x\sin(q/2)$. The root $k_x=0$ contributes the square-lattice density of states at energy $-1$ divided by $4\pi q$ as $q\to0$, and the root $k_x=\pi$ would need an in-plane energy $-5$, outside the band. Brute-force sums give $q$ times the double delta as 0.01132 and 0.01123 at $q=0.2$ and $0.4$, against the limit 0.01129, inside the asserted 2\%.

\section{Where the law stops holding}

\subsection{Debye cutoff}

The part of $J(\infty)$ beyond $y$ is $\sum_j\int_y^\infty x^4e^{-jx}dx$. The $j=1$ term, integrated by parts four times, gives
\begin{equation}
24\zeta(5)-J(y)\approx e^{-y}\left(y^4+4y^3+12y^2+24y+24\right),
\label{eq:tail}
\end{equation}
and the other terms are smaller by about $e^{-y}$. The tail equals 1\% of $24\zeta(5)$ at $y=11.55$. For $T_{ph}=0$, linear dispersion and constant $D$, the local exponent $d\ln P/d\ln T_e$ is 4.9997 at $\Theta_D/20$ and 3.52 at $\Theta_D/5$.

\subsection{Dispersion and screening}

These corrections are powers of $T$ and exceed the exponential tail at low enough temperature. Let $\omega=sq(1-\beta q^2)$ and $z=\omega/s$. Inverting to first order, $q=z(1+\beta z^2)$, so $q^4=z^4+4\beta z^6$ and $q^3dq=d(q^4)/4=z^3(1+6\beta z^2)dz$. Also $D(q)^2=D^2(1-2\gamma z^2)$. Equation~\eqref{eq:Pgen} then has the integrand $sD^2z^4[1+(6\beta-2\gamma)z^2](n_e-n_{ph})$. The series used above gives $\int_0^\infty x^6dx/(e^x-1)=720\zeta(7)$, and $720/24=30$, so
\begin{equation}
P=\Sigma(T_e^5-T_{ph}^5)+\Sigma_7(T_e^7-T_{ph}^7),\qquad\frac{\Sigma_7}\Sigma=30\frac{\zeta(7)}{\zeta(5)}(6\beta-2\gamma)\left(\frac{k_B}{\hbar s}\right)^2.
\label{eq:T7}
\end{equation}
A softening dispersion raises $P$, because a given frequency belongs to a larger $q$, and a falling $D(q)$ lowers it. For $\omega=(2sq_D/\pi)\sin(\pi q/2q_D)$, the expansion $\sin t\approx t-t^3/6$ gives $\beta=\pi^2/24q_D^2$. Each term, and their sum, is tested to 2\% of the correction against quadrature with the full sine and the full Eq.~\eqref{eq:Dq}.

\subsection{High temperature}

With $1/(e^x-1)=1/x-\frac12+x/12-\dots$, $J(y)=y^4/4-y^5/10+y^6/72-\dots$ and
\begin{equation}
T^5J(\Theta_D/T)=\frac{\Theta_D^4T}4-\frac{\Theta_D^5}{10}+\frac{\Theta_D^6}{72T}-\dots
\label{eq:high}
\end{equation}
The constant cancels between two high temperatures, and $1/T_e-1/T_{ph}=-(T_e-T_{ph})/T_eT_{ph}$ leaves $P\approx\frac14A\Theta_D^4(T_e-T_{ph})[1-\Theta_D^2/(18T_eT_{ph})]$ for linear dispersion and constant $D$. The leading coefficient is tested to 1\% near $5\Theta_D$. The printed exponent at $T_e=2\Theta_D$ is 1.21 and not 1, because it is taken at $T_{ph}=0$, where the constant survives: Eq.~\eqref{eq:high} gives $(\frac12-\frac1{144})/(\frac12-\frac1{10}+\frac1{144})=1.21$.

\subsection{Small Fermi surface}

If $2k_F<q_D$, Eq.~\eqref{eq:Sexact} cuts the integral at $2k_F$, and $T_{BG}$ replaces $\Theta_D$ in Eq.~\eqref{eq:PJ}. In a constant-$D$ model at $T_e=\Theta_D/20=2.5\,T_{BG}$ and $T_{ph}=0$, the power is $2.245\times10^{-4}$ times $\Sigma T_e^5$, although the temperature is far below $\Theta_D$. The sharp-cutoff form $AT_e^5J(T_{BG}/T_e)$ is asserted to match within 8\%. The margin allows for the thermal rounding of the edge. For $T_e\gg T_{BG}$ the window is narrow, so $S$ is Eq.~\eqref{eq:Slow} times $f(\hbar^2q^2/8m)$, and $n_e\propto1/q$ makes the weight $q^3dq\propto\epsilon\,d\epsilon$. The Sommerfeld value $\int\epsilon f\,d\epsilon=\mu^2/2+\pi^2(k_BT_e)^2/6$ then raises the power by the relative amount $(\pi^2/3)(k_BT_e/\mu)^2$ at fixed $\mu$. The same model is asserted to obey the fifth-power law to $10^{-4}$ at $T_{BG}/20$.

\subsection{Mean free path and numerical smearing}

Elastic scattering with time $\tau_{el}$ gives each electron level a half-width $\hbar/2\tau_{el}$. Widths of Lorentzians add under convolution, so the energy delta function acquires the half-width $\eta=\hbar/\tau_{el}$. Neglecting $s/v_F$ and $q/k_F$,
\begin{equation}
\int_{-1}^1dc\,\frac{\eta/\pi}{(\hbar v_Fqc)^2+\eta^2}=\frac1{\hbar v_Fq}\,\frac2\pi\arctan\frac{\hbar v_Fq}{\eta},
\label{eq:lor}
\end{equation}
and $\hbar v_Fq/\eta=q\ell$ with $\ell=v_F\tau_{el}$. The clean result is recovered for $q\ell\gg1$, with the relative deficit $2/(\pi q\ell)$. This estimate only locates the condition. It omits vertex corrections and the motion of the scatterers with the lattice, and it is not a theory of the regime $q\ell\lesssim1$. Since the thermal $q$ is proportional to $T$, any finite $\ell$ also sets a lower temperature limit on the law.

Equation~\eqref{eq:lor} also describes Lorentzian smearing in a code, with $\eta$ the half-width of the combined energy delta function: if each of the two Fermi-level delta functions in $\alpha^2F$ is given the half-width $\eta_0$, the widths add and $\eta=2\eta_0$. For $\hbar v_Fq\ll\eta$ the right side tends to $2/\pi\eta$, and the factor $1/q$ is lost. Then $\alpha^2F\propto\omega^3$ and the computed power scales as $T^6$, as an artefact. The coefficient $b$ must be read from a range of $q$ where $\hbar v_Fq\gg\eta$ while $\beta q^2$ and $\gamma q^2$ are still small or are fitted.

\section{Linear response}

Differentiating Eq.~\eqref{eq:result} at $T_e=T_{ph}=T$ gives the conductance $G=5\Sigma T^4$. To leading order in $k_BT/E_F$ the heat capacity is $C_e=N\int\xi\,(\partial f/\partial T)\,d\xi$. With $x=\xi/k_BT$, $\partial f/\partial T=(x/T)\,e^{-x}/(1+e^{-x})^2$, and the last factor is even in $x$ and equals $\sum_j(-1)^{j+1}je^{-jx}$ for $x>0$. Using $\int_0^\infty x^2e^{-jx}dx=2/j^3$,
\begin{equation}
C_e=Nk_B^2T\cdot4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}3Nk_B^2T,
\end{equation}
since the alternating sum is $\pi^2/12$. With the phonons held at fixed temperature, $C_e\,\dot T_e=-G(T_e-T)$, so a small excess decays with $\tau=C_e/G\propto T^{-3}$. This is the relaxation time of the electron temperature and not the lifetime of a single quasiparticle. Here $N$ is the band density of states; far below $\Theta_D$ the electron-phonon interaction multiplies $C_e$ by $1+\lambda$, with $\lambda$ the mass-enhancement parameter. It is $b(sq_D)^2\approx0.03$ in the example below and is omitted there, but for a real metal $\tau$ should use the enhanced heat capacity. Both $G$ (by finite difference of the numerical power) and $C_e$ (by quadrature) are tested.

\section{Worked example}
\label{sec:example}

The parameters are round model values and describe no particular material: $n=5\times10^{28}\ \mathrm{m^{-3}}$, $Z=1$, the free-electron mass, $\rho=10^4\ \mathrm{kg/m^3}$, $s=4000$ m/s treated as an independent input, $\ell=10^{-6}$ m, volume $10^{-15}\ \mathrm{m^3}$ (a cube of side 10 $\mu$m), $T_e=2$ K and $T_{ph}=1$ K. Several digits are kept so that an implementation can be checked against them; they do not measure the accuracy of the model.

The electron gas has $k_F=1.1397\times10^{10}\ \mathrm{m^{-1}}$, $E_F=4.949$ eV, $v_F=1.3194\times10^6$ m/s and $N=9.4588\times10^{46}\ \mathrm{J^{-1}m^{-3}}$, so $D=\frac23\times4.949=3.299$ eV. The ratio $s/v_F=0.0030$ makes the dynamic-screening correction to $D^2$ of relative order $10^{-5}$ or less. With $2k_F/q_D=1.587$, the scales are $\Theta_D=438.7$ K and $T_{BG}=696.4$ K, and the Debye temperature is the smaller of the two. The model has no lattice: on an fcc lattice of this density the umklapp gap $G_{111}-2k_F=0.17\,q_D$ corresponds to $\hbar s(G_{111}-2k_F)/k_B=75$ K, a lower scale than either. At 1 K, $k_BT/\hbar s=3.273\times10^7\ \mathrm{m^{-1}}$, the peak wave number is $3.9207\times3.273\times10^7=1.283\times10^8\ \mathrm{m^{-1}}$, and the wavelength $4.9\times10^{-8}$ m is far below the sample size, so bulk modes are appropriate. The product $q\ell=128$ gives the factor 0.995 in Eq.~\eqref{eq:lor}, an estimated deficit of 0.5\% relative to the clean rate at that wave number; the estimate fixes the scaling $1/(q\ell)$ and the order of magnitude, not the prefactor. The smearing scale is $\hbar v_Fq=2E_Fq/k_F=2\times4.949\times1.283\times10^8/1.1397\times10^{10}=0.11$ eV.

For $A$ in SI units, $D=n/N=5\times10^{28}/9.4588\times10^{46}=5.286\times10^{-19}$ J and $m/\hbar=k_F/v_F=8638\ \mathrm{s/m^2}$. Then
\begin{align}
A&=\frac{(5.286\times10^{-19})^2(8638)^2(4000)}{4\pi^3\times10^4}\,(3.273\times10^7)^5\nonumber\\
&=(6.724\times10^{-32})(3.756\times10^{37})=2.526\times10^6\ \mathrm{W\,m^{-3}K^{-5}},\\
\Sigma&=24.886\times2.526\times10^6=6.286\times10^7\ \mathrm{W\,m^{-3}K^{-5}},
\end{align}
which is $0.0629\ \mathrm{nW\,\mu m^{-3}K^{-5}}$. The corresponding Eliashberg coefficient is $b=9.935\times10^{-30}\ \mathrm{s^2}$. The power is $6.2856\times10^7\times(32-1)=1.9485\times10^9\ \mathrm{W/m^3}$, or $1.95\times10^{-6}$ W in the volume. The electron collision integral, evaluated in atomic units and converted to SI, gives the same $1.9485\times10^9\ \mathrm{W/m^3}$, which tests the powers of $\hbar$, $m$ and $k_B$ in Eq.~\eqref{eq:sigma}.

For the seventh-power term, $\beta=1.9944\times10^{-21}\ \mathrm{m^2}$, and $k_{TF}=1.656\times10^{10}\ \mathrm{m^{-1}}$ gives $\gamma=3.0051\times10^{-21}\ \mathrm{m^2}$, so $6\beta-2\gamma=5.956\times10^{-21}\ \mathrm{m^2}$ and
\begin{equation}
\frac{\Sigma_7}{\Sigma}=30\times\frac{1.0083}{1.0369}\times5.956\times10^{-21}\times(3.273\times10^7)^2=1.861\times10^{-4}\ \mathrm{K^{-2}}.
\end{equation}
Relative to the fifth-power value the predicted change is $1.861\times10^{-4}\times127/31=7.6\times10^{-4}$, and the full quadrature gives $7.6\times10^{-4}$. At $T_{ph}=0$ this term reaches 1\% of $\Sigma T_e^5$ at $\sqrt{0.01/1.861\times10^{-4}}=7.3$ K, about $\Theta_D/60$, while the Debye tail reaches 1\% only at $438.73/11.552=38$ K. For electrons that keep a Fermi-Dirac distribution and with umklapp left out, the upper end of the range where Eq.~\eqref{eq:result} holds to 1\% is therefore set by dispersion and screening, and Eq.~\eqref{eq:PJ} alone would overstate it about fivefold. The mean-free-path estimate, 0.5\% at the 1 K peak wave number and half that at 2 K, falls as $1/T$ while the seventh-power correction grows as $T^2$; it is the larger of the two only below $(0.005/1.861\times10^{-4})^{1/3}=3.0$ K.

Under steady heating of $10^{-6}$ W with the phonons held at 1 K, the power density is $10^9\ \mathrm{W/m^3}$ and $T_e=(1+10^9/6.2856\times10^7)^{1/5}=16.91^{1/5}=1.76$ K, which the program confirms by root finding on the numerical power. Holding $T_{ph}$ at 1 K is an idealisation for this volume: a thermal longitudinal branch emits at most $\pi^2k_B^4T^4/(120\hbar^3s^2)=159\ \mathrm{W/m^2}$ at 1 K, or $9.6\times10^{-8}$ W through the six faces of the cube, so carrying $10^{-6}$ W into a 1 K bath needs thermal phonons at $(1+10^{-6}/9.6\times10^{-8})^{1/4}=1.84$ K, above the 1.76 K just found. That value is therefore only an exercise on Eq.~\eqref{eq:result}: with phonon escape included, even through perfectly transmitting faces, $T_e=(1.84^5+15.91)^{1/5}=2.06$ K for thermal phonons. At 1 K, $G=5\times6.2856\times10^7=3.143\times10^8\ \mathrm{W\,m^{-3}K^{-1}}$ and $C_e=59.3\ \mathrm{J\,m^{-3}K^{-1}}$, so $\tau=59.317/3.1428\times10^8=1.89\times10^{-7}$ s. The clean Fermi-liquid scale for electron-electron scattering, $\hbar E_F/(k_BT)^2=4.4\times10^{-7}$ s at 1 K up to a factor of order one, is 2.3 times this $\tau$. That scale varies as $T^{-2}$ and $\tau$ as $T^{-3}$, so their ratio is proportional to $T$: 4.6 at 2 K and 17 at 7.3 K. The assumption of a Fermi-Dirac distribution at $T_e$ is marginal at 1 K, improves at lower temperature and is not met at several kelvin in this clean model, where the resulting error is not computed here and need not be small compared with the 1\% corrections above. With constant $D$ the high-temperature coupling is $A\Theta_D^4/4=2.526\times10^6\times438.73^4/4=2.34\times10^{16}\ \mathrm{W\,m^{-3}K^{-1}}$. The screened $D(q)$ of Eq.~\eqref{eq:Dq} falls to $0.62D$ at $q_D$ and roughly halves this value, and umklapp scattering, left out here, is active at such temperatures. Using either constant at 1 K would overestimate $G$ by seven to eight orders of magnitude.

Values of $\Sigma$ reported for common metals, quoted here and not computed, lie between a few $10^8$ and a few $10^9\ \mathrm{W\,m^{-3}K^{-5}}$, above the value of this longitudinal-only model. The factor $s^{-4}$ gives a large weight to slower transverse branches wherever the Fermi surface lets them couple. That this accounts for the difference is a conjecture here, since the model does not compute it. The same factor makes the comparison depend on the input $s$: the point-ion (Bohm-Staver) speed $v_F\sqrt{mn/3\rho}=1.63\times10^3$ m/s would give $\Sigma=2.3\times10^9\ \mathrm{W\,m^{-3}K^{-5}}$, inside the quoted range. For a real metal, $b$ should come from the computed band structure with all three acoustic branches, and Eq.~\eqref{eq:sigma} serves as the test case for the code.

\section*{Computed values}
\begin{verbatim}
reduced: brute-force S / [w/(2 pi^2 q)] at q = 0.3 kF: 1.0000
reduced: brute-force S / [w/(2 pi^2 q)] at q = 1.0 kF: 1.0000
reduced: brute-force S / [w/(2 pi^2 q)] at q = 2.0 kF: 0.4893
reduced: brute-force S / [w/(2 pi^2 q)] at q = 2.2 kF: 0.0134
reduced: electron loss / Sigma(Te^5-Tph^5), Te=0.002, Tph=0.001: 1.0000000
reduced: electron loss / Sigma(Te^5-Tph^5), Te=0.0025, Tph=0.002: 0.9999997
reduced: electron loss / Sigma(Te^5-Tph^5), Te=0.001, Tph=0.002: 1.0000000
reduced: electron loss / Sigma(Te^5-Tph^5), Te=0.002, Tph=0.0005: 1.0000000
reduced: P/(Sigma T^5) at T = Theta_D/20 = 2.5 T_BG, Tph = 0: 2.245e-04
tight binding: q*double delta at q=0.2, 0.4, limit q->0: 0.01132 0.01123 0.01129
spring ring dilation / continuum value: 0.99974 
zeta(5): 1.0369 
zeta(7): 1.0083 
24 zeta(5): 24.886 
input n: 5e+28 m^-3
input rho: 10000 kg/m^3
input s: 4000 m/s
input ell: 1e-06 m
input volume: 1e-15 m^3
input T_e: 2 K
input T_ph: 1 K
input heating: 1e-06 W
kF: 1.1397e+10 m^-1
E_F: 4.949 eV
D: 3.2993 eV
vF: 1.3194e+06 m/s
s/vF: 0.0030316 
N: 9.4588e+46 J^-1 m^-3
qD: 1.436e+10 m^-1
2kF/qD: 1.5874 
Theta_D: 438.73 K
T_BG: 696.43 K
peak x of x^4/(e^x-1): 3.9207 
kB T_ph/(hbar s): 3.273e+07 m^-1
peak wavelength at T_ph: 4.8963e-08 m
peak q*ell at T_ph: 128.32 
(2/pi) arctan(q ell): 0.99504 
b: 9.9353e-30 s^2
Sigma: 6.2856e+07 W m^-3 K^-5
Sigma: 0.062856 nW um^-3 K^-5
P formula: 1.9485e+09 W/m^3
P electron side: 1.9485e+09 W/m^3
P * volume: 1.9485e-06 W
k_TF: 1.656e+10 m^-1
beta: 1.9944e-21 m^2
gamma: 3.0051e-21 m^2
Sigma7/Sigma: 0.00018614 K^-2
P(sine, screened)/P - 1: 0.00076458 
T for 1% T^7 term (Tph=0): 7.3296 K
Theta_D/T for 1% Debye tail: 11.552 
T for 1% Debye tail: 37.978 K
exponent at Theta_D/20: 4.9997 
exponent at Theta_D/5: 3.5168 
exponent at 2 Theta_D: 1.2118 
T_e under heating: 1.7605 K
G at T_ph: 3.1428e+08 W m^-3 K^-1
C_e at T_ph: 59.317 J m^-3 K^-1
tau at T_ph: 1.8874e-07 s
high-T coupling: 2.3394e+16 W m^-3 K^-1
\end{verbatim}
